# Counting the real UHF solutions of stretched minimal-basis H2: verification in Python

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Real UHF stationary points of minimal-basis H2 with one alpha and one beta electron.

Orbitals: alpha = cos(x/2) g + sin(x/2) u, beta = cos(y/2) g + sin(y/2) u,
with g, u the bonding and antibonding symmetry orbitals; x, y have period 2 pi.
Result under test:
  E = E0 - D (cos x + cos y) + X cos x cos y + K sin x sin y,
and for D > 0, X >= 0, K > D + X there are exactly 8 stationary points:
2 minima, 4 saddles, 2 maxima, with alternating count 0 (torus).
D: half the effective g-u splitting; X = (ab|ab) with a, b = (g +- u)/sqrt 2;
K = (gu|gu); E0: angle-independent energy. Energies in hartree, lengths in bohr.
The reference side uses Fock matrices built from atomic-orbital integrals.
"""
import numpy as np
from scipy import constants
from scipy.optimize import root, brentq
from pyscf import gto, scf
from pyscf.scf import uhf

TWO_PI = 2 * np.pi


class HydrogenMolecule:
    def __init__(self, distance):
        self.mol = gto.M(atom=[["H", (0, 0, 0)], ["H", (0, 0, distance)]],
                         unit="Bohr", basis="sto-3g", verbose=0)
        self.overlap = self.mol.intor("int1e_ovlp")
        self.core = self.mol.intor("int1e_kin") + self.mol.intor("int1e_nuc")
        self.eri = self.mol.intor("int2e").reshape(2, 2, 2, 2)
        self.nuclear = self.mol.energy_nuc()
        s = self.overlap[0, 1]
        self.g = np.array([1.0, 1.0]) / np.sqrt(2 * (1 + s))
        self.u = np.array([1.0, -1.0]) / np.sqrt(2 * (1 - s))

    def orbital(self, angle):
        return np.cos(angle / 2) * self.g + np.sin(angle / 2) * self.u

    def densities(self, x, y):
        alpha, beta = self.orbital(x), self.orbital(y)
        return np.array([np.outer(alpha, alpha), np.outer(beta, beta)])

    def focks(self, dm):
        coulomb = np.tensordot(self.eri, dm[0] + dm[1], axes=([2, 3], [0, 1]))
        exchange = [np.tensordot(self.eri, d, axes=([1, 3], [0, 1])) for d in dm]
        return [self.core + coulomb - k for k in exchange]

    def energy(self, x, y):
        dm = self.densities(x, y)
        f = self.focks(dm)
        return self.nuclear + 0.5 * sum(np.sum((self.core + f[i]) * dm[i])
                                        for i in range(2))

    def gradient(self, x, y):
        f = self.focks(self.densities(x, y))
        # orbital at angle + pi is the orthogonal partner (tangent direction)
        return np.array([self.orbital(x + np.pi) @ f[0] @ self.orbital(x),
                         self.orbital(y + np.pi) @ f[1] @ self.orbital(y)])

    def hessian_eigenvalues(self, x, y, step=1e-4):
        col_x = (self.gradient(x + step, y) - self.gradient(x - step, y)) / (2 * step)
        col_y = (self.gradient(x, y + step) - self.gradient(x, y - step)) / (2 * step)
        hess = np.column_stack([col_x, col_y])
        return np.linalg.eigvalsh((hess + hess.T) / 2)

    def repulsion(self, i, j, k, l):
        return np.einsum("pqrs,p,q,r,s->", self.eri, i, j, k, l)

    def parameters(self):
        g, u = self.g, self.u
        hg, hu = g @ self.core @ g, u @ self.core @ u
        jgg, juu = self.repulsion(g, g, g, g), self.repulsion(u, u, u, u)
        jgu, k = self.repulsion(g, g, u, u), self.repulsion(g, u, g, u)
        e0 = hg + hu + (jgg + juu + 2 * jgu) / 4 + self.nuclear
        return e0, (hu - hg) / 2 + (juu - jgg) / 4, (jgg + juu - 2 * jgu) / 4, k


def separation(z, w):
    return np.max(np.abs(np.exp(1j * np.asarray(z)) - np.exp(1j * np.asarray(w))))


def find_stationary_points(h2, n=14):
    found = []
    for i in range(n):
        for j in range(n):
            start = [TWO_PI * (i + 0.30) / n, TWO_PI * (j + 0.45) / n]
            z = root(lambda v: h2.gradient(*v), start, tol=1e-13).x
            if np.linalg.norm(h2.gradient(*z)) < 1e-9:
                if all(separation(z, w) > 1e-3 for w in found):
                    found.append(z % TWO_PI)
    return found


def count_by_index(h2, points):
    counts = [0, 0, 0]
    for z in points:
        counts[int(np.sum(h2.hessian_eigenvalues(*z) < 0))] += 1
    return counts


def mesh_windings(h2, n=48):
    """Winding number of the energy gradient around every cell of a mesh."""
    nodes = TWO_PI * (np.arange(n) + 0.37) / n
    phase = np.array([[np.arctan2(*h2.gradient(x, y)[::-1]) for y in nodes]
                      for x in nodes])
    right = np.roll(phase, -1, axis=0)
    corner = np.roll(right, -1, axis=1)
    up = np.roll(phase, -1, axis=1)
    path = [phase, right, corner, up, phase]
    total = sum((b - a + np.pi) % TWO_PI - np.pi for a, b in zip(path, path[1:]))
    return np.rint(total / TWO_PI).astype(int)


bond = 4.0
h2 = HydrogenMolecule(bond)
E0, D, X, K = h2.parameters()
assert D > 0 and X > 0 and K > D + X

# Energy surface and gradient against the definition, at random angles
rng = np.random.default_rng(3)
surface_error = 0.0
for x, y in rng.uniform(0, TWO_PI, (40, 2)):
    formula = (E0 - D * (np.cos(x) + np.cos(y)) + X * np.cos(x) * np.cos(y)
               + K * np.sin(x) * np.sin(y))
    surface_error = max(surface_error, abs(formula - h2.energy(x, y)))
    p, q = (x + y) / 2, (x - y) / 2
    rotated = (E0 - X - 2 * D * np.cos(p) * np.cos(q)
               + (X - K) * np.cos(p)**2 + (X + K) * np.cos(q)**2)
    assert abs(rotated - h2.energy(x, y)) < 1e-11
    d = 1e-4
    numeric = [(h2.energy(x + d, y) - h2.energy(x - d, y)) / (2 * d),
               (h2.energy(x, y + d) - h2.energy(x, y - d)) / (2 * d)]
    assert np.allclose(numeric, h2.gradient(x, y), atol=1e-8)
assert surface_error < 1e-11

# Localized-orbital meaning of the three parameters
a, b = (h2.g + h2.u) / np.sqrt(2), (h2.g - h2.u) / np.sqrt(2)
onsite, intersite = h2.repulsion(a, a, a, a), h2.repulsion(a, a, b, b)
assert abs(X - h2.repulsion(a, b, a, b)) < 1e-11
assert abs(K - (onsite - intersite) / 2) < 1e-11
assert abs(D + a @ h2.core @ b + h2.repulsion(a, a, a, b)) < 1e-11

# Closed-form stationary points: angles, energy, Hessian eigenvalues, index
x_spin, x_ion = np.arccos(D / (K + X)), np.arccos(-D / (K - X))
det = D**2 + K**2 - X**2
e_min, e_max = E0 - K - D**2 / (K + X), E0 + K + D**2 / (K - X)
eig_min = [det / (K + X), ((K + X)**2 - D**2) / (K + X)]
eig_max = [-det / (K - X), -((K - X)**2 - D**2) / (K - X)]
mixed = np.sqrt(D**2 + K**2)
predicted = [
    ("spin1", x_spin, -x_spin, e_min, eig_min, 0),
    ("spin2", -x_spin, x_spin, e_min, eig_min, 0),
    ("g2", 0.0, 0.0, E0 - 2 * D + X, [D - X - K, D - X + K], 1),
    ("gu", 0.0, np.pi, E0 - X, [X - mixed, X + mixed], 1),
    ("ug", np.pi, 0.0, E0 - X, [X - mixed, X + mixed], 1),
    ("u2", np.pi, np.pi, E0 + 2 * D + X, [-D - X - K, -D - X + K], 1),
    ("ion1", x_ion, x_ion, e_max, eig_max, 2),
    ("ion2", -x_ion, -x_ion, e_max, eig_max, 2),
]
found = find_stationary_points(h2)
assert len(found) == len(predicted)

mean_field = scf.UHF(h2.mol)
w, v = np.linalg.eigh(h2.overlap)
root_overlap = v @ np.diag(np.sqrt(w)) @ v.T
rows = []
for name, x, y, energy, eigenvalues, index in predicted:
    nearest = min(found, key=lambda z: separation(z, (x, y)))
    assert separation(nearest, (x, y)) < 1e-6
    assert abs(h2.energy(*nearest) - energy) < 1e-10
    measured = h2.hessian_eigenvalues(*nearest)
    assert np.allclose(measured, sorted(eigenvalues), atol=1e-6)
    assert np.sum(measured < 0) == index
    dm = h2.densities(*nearest)
    fock = mean_field.get_fock(dm=dm)
    for f, density in zip(fock, dm):
        commutator = f @ density @ h2.overlap - h2.overlap @ density @ f
        assert np.max(np.abs(commutator)) < 1e-8
    spin_sq = uhf.spin_square((h2.orbital(nearest[0])[:, None],
                               h2.orbital(nearest[1])[:, None]), h2.overlap)[0]
    assert abs(spin_sq - np.sin((x - y) / 2)**2) < 1e-6
    pops = [np.diag(root_overlap @ density @ root_overlap) for density in dm]
    charge = (pops[0] + pops[1]) @ [1, -1]
    spin = (pops[0] - pops[1]) @ [1, -1]
    assert abs(charge - np.sin(x) - np.sin(y)) < 1e-6
    assert abs(spin - np.sin(x) + np.sin(y)) < 1e-6
    rows.append((name, np.degrees(x), np.degrees(y), h2.energy(*nearest),
                 measured, index, spin_sq, charge, spin))

counts = count_by_index(h2, found)
assert counts == [2, 4, 2]
assert counts[0] - counts[1] + counts[2] == 0

# Second enumeration by gradient winding; isolated zeros appear as +1 or -1
winding = mesh_windings(h2)
positive, negative = int(np.sum(winding == 1)), int(np.sum(winding == -1))
assert positive == 4 and negative == 4 and np.all(np.abs(winding) <= 1)

# Self-consistent iterations from a spin-polarized and from a symmetric start
scf_energy = []
for start in ([np.diag([1.0, 0.0]), np.diag([0.0, 1.0])],
              [np.diag([0.5, 0.5]), np.diag([0.5, 0.5])]):
    solver = scf.UHF(h2.mol)
    solver.conv_tol = 1e-12
    scf_energy.append(solver.kernel(dm0=np.array(start)))
    assert solver.converged
assert abs(scf_energy[0] - e_min) < 1e-8
assert abs(scf_energy[1] - (E0 - 2 * D + X)) < 1e-8
lowering = scf_energy[1] - scf_energy[0]
assert abs(lowering - (K + X - D)**2 / (K + X)) < 1e-8


# Distances at which pairs of solutions merge
def merging_function(distance, sign):
    _, d, x, k = HydrogenMolecule(distance).parameters()
    return d - k - sign * x


r_spin = brentq(merging_function, 1.4, 4.0, args=(1,), xtol=1e-10)
r_ion = brentq(merging_function, 1.4, 4.0, args=(-1,), xtol=1e-10)
assert r_spin < r_ion < bond
regimes = []
for distance, expected in ((r_spin - 0.1, [1, 2, 1]),
                           ((r_spin + r_ion) / 2, [2, 3, 1]),
                           (r_ion + 0.1, [2, 4, 2])):
    molecule = HydrogenMolecule(distance)
    regime_counts = count_by_index(molecule, find_stationary_points(molecule))
    assert regime_counts == expected
    regimes.append((distance, regime_counts))
_, _, x_mid, k_mid = HydrogenMolecule((r_spin + r_ion) / 2).parameters()
assert k_mid > x_mid

# The long-bond condition persists over the scanned range
scan_end = 8.0
for distance in np.linspace(r_ion + 0.01, scan_end, 40):
    _, d, x, k = HydrogenMolecule(distance).parameters()
    assert d > 0 and x > 0 and k > d + x
far_parameters = HydrogenMolecule(scan_end).parameters()
assert far_parameters[1] < D and far_parameters[2] < X

hartree_ev = constants.value("Hartree energy in eV")
print("H2, STO-3G, real UHF, M_S = 0")
print(f"bond length = {bond:.1f} bohr")
print(f"overlap of the 1s functions = {h2.overlap[0, 1]:.6f}")
print(f"E0 = {E0:.6f} hartree")
print(f"D = {D:.6f} hartree")
print(f"X = {X:.6f} hartree")
print(f"K = {K:.6f} hartree")
print(f"K - D - X = {K - D - X:.6f} hartree")
print(f"(aa|aa) = {onsite:.6f} hartree")
print(f"(aa|bb) = {intersite:.6f} hartree")
print(f"cos x, spin-polarized = {D / (K + X):.6f}")
print(f"cos x, ionic = {-D / (K - X):.6f}")
print("point   x/deg    y/deg    E/hartree  index")
for r in rows:
    print(f"{r[0]:5s} {r[1]:8.3f} {r[2]:8.3f} {r[3]:12.6f} {r[5]:4d}")
print("point  Hessian eigenvalues/hartree")
for r in rows:
    print(f"{r[0]:5s} {r[4][0]:11.6f} {r[4][1]:11.6f}")
print("point   <S^2>   charge diff.  spin diff. (electrons)")
for r in rows:
    print(f"{r[0]:5s} {r[6]:8.4f} {r[7] + 0.0:10.4f} {r[8] + 0.0:10.4f}")
print(f"minima, saddles, maxima = {counts}")
print(f"alternating count = {counts[0] - counts[1] + counts[2]}")
print(f"mesh cells with winding +1, -1 = {positive}, {negative}")
print(f"SCF energy, polarized start = {scf_energy[0]:.6f} hartree")
print(f"SCF energy, symmetric start = {scf_energy[1]:.6f} hartree")
print(f"g2 above minima = {lowering:.6f} hartree = {lowering * hartree_ev:.4f} eV")
print(f"minima merge with g2 at R = {r_spin:.5f} bohr")
print(f"maxima merge with u2 at R = {r_ion:.5f} bohr")
for distance, c in regimes:
    print(f"R = {distance:.5f} bohr: counts {c}, sum {c[0] - c[1] + c[2]}")
print(f"long-bond condition scanned up to R = {scan_end:.1f} bohr")
print(f"D, X at scan end = {far_parameters[1]:.3e}, {far_parameters[2]:.3e} hartree")
print("success")
```

Printed output:

```
H2, STO-3G, real UHF, M_S = 0
bond length = 4.0 bohr
overlap of the 1s functions = 0.098133
E0 = -0.661129 hartree
D = 0.050514 hartree
X = 0.001075 hartree
K = 0.265128 hartree
K - D - X = 0.213539 hartree
(aa|aa) = 0.778289 hartree
(aa|bb) = 0.248033 hartree
cos x, spin-polarized = 0.189758
cos x, ionic = -0.191303
point   x/deg    y/deg    E/hartree  index
spin1   79.061  -79.061    -0.935842    0
spin2  -79.061   79.061    -0.935842    0
g2       0.000    0.000    -0.761082    1
gu       0.000  180.000    -0.662204    1
ug     180.000    0.000    -0.662204    1
u2     180.000  180.000    -0.559026    1
ion1   101.029  101.029    -0.386337    2
ion2  -101.029 -101.029    -0.386337    2
point  Hessian eigenvalues/hartree
spin1    0.256617    0.273639
spin2    0.256617    0.273639
g2      -0.215689    0.314567
gu      -0.268823    0.270972
ug      -0.268823    0.270972
u2      -0.316717    0.213539
ion1    -0.275866   -0.254390
ion2    -0.275866   -0.254390
point   <S^2>   charge diff.  spin diff. (electrons)
spin1   0.9640    -0.0000     1.9637
spin2   0.9640    -0.0000    -1.9637
g2      0.0000    -0.0000     0.0000
gu      1.0000     0.0000    -0.0000
ug      1.0000     0.0000    -0.0000
u2     -0.0000     0.0000     0.0000
ion1   -0.0000     1.9631     0.0000
ion2   -0.0000    -1.9631     0.0000
minima, saddles, maxima = [2, 4, 2]
alternating count = 0
mesh cells with winding +1, -1 = 4, 4
SCF energy, polarized start = -0.935842 hartree
SCF energy, symmetric start = -0.761082 hartree
g2 above minima = 0.174760 hartree = 4.7555 eV
minima merge with g2 at R = 2.17969 bohr
maxima merge with u2 at R = 2.25412 bohr
R = 2.07969 bohr: counts [1, 2, 1], sum 0
R = 2.21691 bohr: counts [2, 3, 1], sum 0
R = 2.35412 bohr: counts [2, 4, 2], sum 0
long-bond condition scanned up to R = 8.0 bohr
D, X at scan end = 8.401e-04, 3.635e-07 hartree
success
```
